# Critical field and order of transition of a film in parallel field: verification in Python

```python
"""Thin superconducting film in a parallel field, Ginzburg-Landau theory.

Result under test, for a uniform order parameter (thickness d << xi):
  normal state unstable below B_par = 2 sqrt(6) Bc lambda/d;
  this is a continuous transition only up to d = sqrt(5) lambda.
Symbols: lambda = penetration depth, xi = coherence length,
kappa = lambda/xi, Bc = thermodynamic critical field, h = B/Bc,
s = f^2 = squared order parameter relative to its zero-field value.
Reduced calculations measure thickness in lambda unless stated.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn

# Symbolic checks of the critical field, expansion and tanh bound.
alpha, beta_gl, mass, mu = sp.symbols("alpha beta mass mu", positive=True)
lambda_sq = mass / (4 * mu * alpha / beta_gl)
xi_sq = 1 / (2 * mass * alpha)
bc_sq = 2 * mu * alpha**2 / (2 * beta_gl)
assert sp.simplify(bc_sq * lambda_sq * xi_sq - sp.Rational(1, 8)) == 0
u, thickness = sp.symbols("u thickness", positive=True)
series = sp.expand(1 - sp.series(sp.tanh(u), u, 0, 9).removeO() / u)
c2, c4, c6 = [series.coeff(u, n) for n in (2, 4, 6)]
field_sq = 2 / (c2 * (thickness / 2)**2)
quartic_uniform = sp.simplify(1 + c4 * field_sq * (thickness / 2)**4)
critical_symbolic = sp.solve(quartic_uniform, thickness)
assert critical_symbolic == [sp.sqrt(5)]
assert sp.simplify(sp.sqrt(field_sq) * thickness - 2 * sp.sqrt(6)) == 0
assert c6 > 0
p = u - u**3 / 3 + 2 * u**5 / 15
remainder = sp.factor(sp.expand((sp.diff(p, u) + p**2 - 1) / u**6))
y = sp.symbols("y")
quadratic = sp.Poly(sp.expand(remainder).subs(u, sp.sqrt(y)), y)
assert quadratic.LC() > 0 and sp.discriminant(quadratic.as_expr(), y) < 0

# Magnetic energy from a variational vector potential, no tanh used.
nodes, weights = legendre.leggauss(40)
degree = 14
poly = legendre.legvander(nodes, degree - 1)
poly_slope = np.column_stack([
    legendre.legval(nodes, legendre.legder(np.eye(degree)[n]))
    for n in range(degree)])
root_weight = np.sqrt(weights / 2)


def magnetic_cost(d, s):
    """Least film-averaged magnetic plus current energy for h = 1."""
    rows = np.vstack([
        root_weight[:, None] * poly_slope * 2 / d,
        np.sqrt(s) * root_weight[:, None] * poly])
    target = np.concatenate([root_weight, np.zeros(len(nodes))])
    coefficients = np.linalg.lstsq(rows, target, rcond=None)[0]
    return np.sum((rows @ coefficients - target)**2)


for d, s in [(1.0, 0.4), (3.0, 0.7), (4.0, 1.0)]:
    argument = d * np.sqrt(s) / 2
    formula = 1 - np.tanh(argument) / argument
    assert abs(magnetic_cost(d, s) - formula) < 1e-10


def equilibrium_transition(d):
    """Highest h with nonpositive energy, and s at that transition."""
    s_grid = np.linspace(0.001, 1, 1000)
    allowed = np.array([s * (2 - s) / magnetic_cost(d, s)
                        for s in s_grid])
    best = np.argmax(allowed)
    return np.sqrt(allowed[best]), s_grid[best]


def h_parallel(d):
    return 2 * np.sqrt(6) / d


for d in (1.0, 2.0, 2.2):
    h_found, s_found = equilibrium_transition(d)
    assert s_found < 0.0011
    assert abs(h_found / h_parallel(d) - 1) < 1e-3
for d in (2.3, 2.5, 3.0):
    h_found, s_found = equilibrium_transition(d)
    assert s_found > 0.02 and h_found > h_parallel(d)


def equilibrium_s(d, deficit):
    """Minimize energy at h^2 = h_parallel^2 (1 - deficit)."""
    h_sq = h_parallel(d)**2 * (1 - deficit)
    result = minimize_scalar(
        lambda s: -2 * s + s**2 + h_sq * magnetic_cost(d, s),
        bounds=(1e-8, 0.2), method="bounded", options={"xatol": 1e-9})
    return result.x


near_s = equilibrium_s(1.0, 0.02)
near_s_formula = 0.02 / (1 - 1 / 5)
assert abs(near_s / near_s_formula - 1) < 0.02
tri_ratio = (equilibrium_s(np.sqrt(5), 4e-4)
             / equilibrium_s(np.sqrt(5), 1e-4))
assert abs(tri_ratio - 2) < 0.06

# Nucleation mode without the uniform approximation, unit thickness.
grid = np.linspace(-0.5, 0.5, 2001)
mode_numbers = np.arange(20)
modes = np.cos(np.pi * mode_numbers[:, None] * (grid + 0.5))
modes[1:] *= np.sqrt(2)
x_matrix = simpson(modes[:, None] * modes[None] * grid, x=grid)
x2_matrix = simpson(modes[:, None] * modes[None] * grid**2, x=grid)
gradient = np.diag((np.pi * mode_numbers)**2)


def lowest_mode(strength, center=0.0):
    potential = (x2_matrix - 2 * center * x_matrix
                 + center**2 * np.eye(len(mode_numbers)))
    values, vectors = np.linalg.eigh(gradient + strength * potential)
    return values[0], vectors[:, 0]


def nucleation(d, kappa):
    """Nucleation h and mode for thickness d in units of lambda."""
    q = (d * kappa)**2
    strength = brentq(lambda b: lowest_mode(b)[0] - q, 6 * q, 40 * q)
    h = np.sqrt(2 * strength) / (kappa * d**2)
    return h, lowest_mode(strength)[1] @ modes, strength


def quartic_full(d, kappa):
    """Quartic energy of the mode, including its magnetic response."""
    h, mode, _ = nucleation(d, kappa)
    x = d * grid
    response = h * cumulative_trapezoid(x * mode**2, x, initial=0)
    return simpson(mode**4 - response**2, x=x)


tri_small_kappa = brentq(quartic_full, 1.8, 3.0, args=(0.02,))
assert abs(tri_small_kappa / np.sqrt(5) - 1) < 5e-4
assert abs(nucleation(1.0, 0.02)[0] / h_parallel(1.0) - 1) < 1e-4

# Rough parameters of a dirty, low-kappa film near 1 K.
lam, xi, free_path = 240e-9, 800e-9, 40e-9
thin, thick = 240e-9, 720e-9
tc, temperature = 1.20, 1.12
kappa = lam / xi
flux_quantum = const.h / (2 * const.e)
bc = flux_quantum / (2 * np.sqrt(2) * np.pi * lam * xi)
b_par = bc * h_parallel(thin / lam)
tri_uniform = np.sqrt(5) * lam
tri_full = brentq(quartic_full, 1.8, 3.0, args=(kappa,)) * lam
thin_full = nucleation(thin / lam, kappa)[0] * bc
h_first, s_jump = equilibrium_transition(thick / lam)
b_first = h_first * bc
b_supercool = h_parallel(thick / lam) * bc
h_thick, _, strength_thick = nucleation(thick / lam, kappa)
assert h_thick < h_first  # uniform trial already beats normal state
for center in (0.05, 0.1, 0.2):
    assert (lowest_mode(strength_thick, center)[0]
            > lowest_mode(strength_thick)[0])


def kernel(z):
    """Nonlocal current kernel times range; z = distance/range."""
    return 0.75 * (expn(1, z) - expn(3, z))


def nonlocal_ratio(range_over_d):
    """Current response to A proportional to x, relative to local."""
    def integrand(z):
        distance = range_over_d * z
        overlap = 1 - distance
        moment = overlap**3 / 12 - distance**2 * overlap / 4
        return 24 * kernel(z) * moment
    upper = min(1 / range_over_d, 50)
    return quad(integrand, 0, 1)[0] + quad(integrand, 1, upper)[0]


norm = 2 * (quad(kernel, 0, 1)[0] + quad(kernel, 1, 50)[0])
assert abs(norm - 1) < 1e-7
assert abs(nonlocal_ratio(0.001) - 1) < 0.003
response_ratio = nonlocal_ratio(free_path / thin)
nonlocal_shift = 1 / np.sqrt(response_ratio) - 1

# Tilted field: thickness-averaged formula against a 2D calculation.
angle = np.deg2rad(1)
b_perp = const.hbar / (2 * const.e * xi**2)
b_tilt = brentq(lambda b: b * np.sin(angle) / b_perp
                + (b * np.cos(angle) / b_par)**2 - 1, 0, 2 * b_par)
field_unit = const.hbar / (const.e * thin**2)
normal_b = b_tilt * np.sin(angle) / field_unit
plane_b = b_tilt * np.cos(angle) / field_unit
omega = 2 * normal_b
n_osc = 16
ladder = np.diag(np.sqrt(np.arange(1, n_osc)), 1)
position = (ladder + ladder.T) / np.sqrt(2 * omega)
oscillator = np.diag(omega * (2 * np.arange(n_osc) + 1))
hamiltonian = (
    np.kron(oscillator, np.eye(len(mode_numbers)))
    + np.kron(np.eye(n_osc), gradient + 4 * plane_b**2 * x2_matrix)
    - 8 * normal_b * plane_b * np.kron(position, x_matrix))
tilt_eigenvalue = np.linalg.eigvalsh(hamiltonian)[0]
assert abs(tilt_eigenvalue / (thin / xi)**2 - 1) < 0.01

drift = 0.010
drift_factor = np.sqrt((tc - temperature - drift) / (tc - temperature))
mu_b = const.physical_constants["Bohr magneton"][0]
spin_energy = mu_b * b_par / const.e
thermal_energy = const.k * temperature / const.e
condensation = bc**2 / (2 * const.mu_0) * thin * xi**2 / const.e
assert spin_energy < 0.01 * thermal_energy
assert condensation > 100 * thermal_energy


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("penetration depth", lam * 1e9, "nm", 0)
show("coherence length", xi * 1e9, "nm", 0)
show("mean free path", free_path * 1e9, "nm", 0)
show("transition temperature at zero field", tc, "K", 2)
show("working temperature", temperature, "K", 2)
show("kappa", kappa)
show("thermodynamic critical field Bc", bc * 1e3, "mT")
show("thin film thickness", thin * 1e9, "nm", 0)
show("thin film B_par, uniform formula", b_par * 1e3, "mT")
show("thin film B_par / Bc", b_par / bc)
show("thin film quartic coefficient", 1 - (thin / lam)**2 / 5)
show("thin film f^2 at 2% deficit in B^2, minimized", near_s, digits=5)
show("same f^2, leading formula", near_s_formula, digits=5)
show("tricritical thickness, uniform", tri_uniform * 1e9, "nm", 1)
show("same tricritical thickness", tri_uniform * 1e10, "angstrom", 0)
show("tricritical f^2 ratio for fourfold deficit", tri_ratio)
show("thick film thickness", thick * 1e9, "nm", 0)
show("thick film quartic coefficient", 1 - (thick / lam)**2 / 5)
show("thick film supercooling field, uniform", b_supercool * 1e3, "mT")
show("thick film first-order field, uniform", b_first * 1e3, "mT")
show("thick film jump of f^2", s_jump)
show("thick film nucleation field, finite xi", h_thick * bc * 1e3, "mT")
show("thin film B_par, finite xi", thin_full * 1e3, "mT")
show("finite-xi shift of thin B_par", 100 * (thin_full / b_par - 1), "%")
show("tricritical thickness, finite xi", tri_full * 1e9, "nm", 1)
show("finite-xi shift of tricritical thickness",
     100 * (tri_full / tri_uniform - 1), "%", 2)
show("nonlocal/local current response, thin film", response_ratio)
show("nonlocal shift of thin B_par", 100 * nonlocal_shift, "%", 1)
show("perpendicular nucleation field", b_perp * 1e3, "mT")
show("thin film critical field at 1 degree tilt", b_tilt * 1e3, "mT")
show("tilt shift", 100 * (b_tilt / b_par - 1), "%", 1)
show("shift of thin B_par for 10 mK warming",
     100 * (drift_factor - 1), "%", 1)
show("distance from Tc, 1 - T/Tc", 100 * (1 - temperature / tc), "%", 1)
print(f"spin energy mu_B B_par: {spin_energy:.3e} eV")
print(f"thermal energy k_B T: {thermal_energy:.3e} eV")
show("condensation energy in volume d xi^2", condensation, "eV")
print("all tests passed")
```

Output:

```
penetration depth: 240 nm
coherence length: 800 nm
mean free path: 40 nm
transition temperature at zero field: 1.20 K
working temperature: 1.12 K
kappa: 0.300
thermodynamic critical field Bc: 1.212 mT
thin film thickness: 240 nm
thin film B_par, uniform formula: 5.938 mT
thin film B_par / Bc: 4.899
thin film quartic coefficient: 0.800
thin film f^2 at 2% deficit in B^2, minimized: 0.02485
same f^2, leading formula: 0.02500
tricritical thickness, uniform: 536.7 nm
same tricritical thickness: 5367 angstrom
tricritical f^2 ratio for fourfold deficit: 1.996
thick film thickness: 720 nm
thick film quartic coefficient: -0.800
thick film supercooling field, uniform: 1.979 mT
thick film first-order field, uniform: 2.064 mT
thick film jump of f^2: 0.439
thick film nucleation field, finite xi: 1.995 mT
thin film B_par, finite xi: 5.943 mT
finite-xi shift of thin B_par: 0.086 %
tricritical thickness, finite xi: 543.2 nm
finite-xi shift of tricritical thickness: 1.21 %
nonlocal/local current response, thin film: 0.819
nonlocal shift of thin B_par: 10.5 %
perpendicular nucleation field: 0.514 mT
thin film critical field at 1 degree tilt: 5.370 mT
tilt shift: -9.6 %
shift of thin B_par for 10 mK warming: -6.5 %
distance from Tc, 1 - T/Tc: 6.7 %
spin energy mu_B B_par: 3.437e-07 eV
thermal energy k_B T: 9.651e-05 eV
condensation energy in volume d xi^2: 0.560 eV
all tests passed
```
